# Longest lateral potential decay length in a symmetric double-gate silicon film

## Problem

A silicon film of thickness 10 nm lies between two oxide layers, each 1 nm thick. Each oxide is covered by a metal gate, and the two gates are held at the same fixed potential. Take relative permittivities 11.7 for silicon and 3.9 for the oxide, which are rough typical values for Si and SiO2. The stack is uniform along the channel direction $x$ and wide in the third direction. The transistor is in deep subthreshold, so that its mobile charge is too small to respond noticeably to a change of potential.

The drain potential is changed. The disturbance penetrates the channel as a sum of terms that decay as $e^{-x/\lambda}$, with $x$ here measured away from the drain.

(a) Estimate the decay length by scaling. (b) Find the equation for all decay lengths and compute the longest. (c) For a channel 25 nm long, find how much a drain step of 0.5 V changes the potential at the centre of the film, halfway between source and drain. (d) Find how far mobile electrons in equilibrium with the source alter the decay length.

**Conventions.** The transverse coordinate $y$ is zero at midplane. The silicon occupies $|y|<a$ with $a=5$ nm, each oxide has thickness $t=1$ nm, and the gates lie at $|y|=h=a+t$. In Gaussian units Poisson's equation is $\nabla\cdot(\varepsilon\nabla\Phi)=-4\pi\rho$, where $\varepsilon$ is the relative permittivity. The length $\lambda$ is the distance over which the potential falls by a factor $e$. If the decay is written $e^{-\pi x/\Lambda}$ instead, then $\Lambda=\pi\lambda$.

Let $\Phi_1$ and $\Phi_2$ be the potentials before and after the drain step. Dopants and fixed interface charge are the same in both, and mobile charge is neglected. Subtraction therefore removes $\rho$, and the disturbance $\phi=\Phi_2-\Phi_1$ obeys

$$
\nabla\cdot(\varepsilon\nabla\phi)=0,\qquad \phi(x,\pm h)=0. \tag{1}
$$

The second condition holds because the gate potentials do not change. Fixed charge shapes the full potential but not the decay lengths.

## First estimate by scaling

Suppose that $\phi$ hardly varies across the silicon. Consider a slice of the film of length $dx$ and unit width. The net lateral displacement flux leaving it is $-2a\varepsilon_{si}\phi''(x)\,dx$. The flux leaving through the two oxides is $2\varepsilon_{ox}(\phi/t)\,dx$, since the potential drops from $\phi$ to zero over the distance $t$. No charge has been added, so the sum vanishes:

$$
\phi''=\frac{\varepsilon_{ox}}{\varepsilon_{si}at}\,\phi,
\qquad
\lambda_0=\sqrt{\frac{\varepsilon_{si}at}{\varepsilon_{ox}}}. \tag{2}
$$

The permittivity ratio is $11.7/3.9=3$, so $\lambda_0=\sqrt{3\times5\times1}\approx3.9$ nm.

The assumption can be examined with the same quantities. A potential $\phi_s$ at the silicon surface requires a transverse slope of size $\varepsilon_{ox}\phi_s/(\varepsilon_{si}t)$ just inside the silicon. Over the distance $a$ this suggests a relative variation of order $\varepsilon_{ox}a/(\varepsilon_{si}t)=5/3$. This is not small, so (2) gives the right size but cannot be trusted for the first digit.

A better estimate lets the potential bend. Put $\phi=\phi_c(x)(1-\alpha y^2)$ in the silicon and a straight line in the oxide. Continuity of displacement at $y=a$ gives

$$
2\varepsilon_{si}\alpha a=\frac{\varepsilon_{ox}}{t}(1-\alpha a^2)
\quad\Longrightarrow\quad
\alpha=\frac{\varepsilon_{ox}}{2\varepsilon_{si}at+\varepsilon_{ox}a^2}. \tag{3}
$$

Laplace's equation at midplane reads $\phi_c''-2\alpha\phi_c=0$, hence

$$
\lambda_p^2=\frac1{2\alpha}
=\frac{\varepsilon_{si}at}{\varepsilon_{ox}}+\frac{a^2}{2}. \tag{4}
$$

This gives $\lambda_p=\sqrt{15+12.5}=5.24$ nm. The equation has been satisfied at midplane but not at other depths, so (4) is still an estimate.

## Exact solution

### Why all modes decay

Insert $\phi=e^{-kx}u(y)$ into (1). Two derivatives in $x$ produce $k^2$, so

$$
-(\varepsilon u')'=k^2\varepsilon u,\qquad u(\pm h)=0, \tag{5}
$$

with $u$ and $\varepsilon u'$ continuous at the interfaces. Multiply by $u^*$ and integrate over the stack. One integration by parts gives

$$
k^2=\frac{\int_{-h}^{h}\varepsilon|u'|^2dy}
{\int_{-h}^{h}\varepsilon|u|^2dy}>0. \tag{6}
$$

The end terms vanish at the gates, and the interface terms cancel by continuity. The quotient cannot be zero, because a constant $u$ that vanishes at the gates vanishes everywhere. Thus $k$ is real, and no mode oscillates along $x$.

Two modes with different $k$ are orthogonal with weight $\varepsilon$. To see this, multiply the equation for $u_n$ by $u_m$, subtract the same expression with $n$ and $m$ exchanged, and integrate. The left side cancels after integration by parts, leaving $(k_n^2-k_m^2)\int\varepsilon u_nu_mdy=0$.

### Matching

Within each layer (5) is $u''=-k^2u$. Since the stack is symmetric, the modes can be taken even or odd in $y$. An even mode that vanishes at the gates is

$$
u=\begin{cases}
\cos ky,&|y|<a,\\
B\sin[k(h-|y|)],&a<|y|<h.
\end{cases} \tag{7}
$$

At $y=a$ the oxide argument is $kt$. The derivative of the oxide function is $-kB\cos[k(h-y)]$. Continuity of $u$ and of $\varepsilon u'$, after cancelling $-k$ in the latter, gives

$$
\cos ka=B\sin kt,\qquad
\varepsilon_{si}\sin ka=\varepsilon_{ox}B\cos kt. \tag{8}
$$

Dividing the second equation by the first and multiplying by $\tan kt$ yields

$$
\boxed{\tan(ka)\tan(kt)=\frac{\varepsilon_{ox}}{\varepsilon_{si}}},
\qquad \lambda=\frac1k. \tag{9}
$$

The undivided form $\varepsilon_{ox}\cos ka\cos kt=\varepsilon_{si}\sin ka\sin kt$ holds for every even mode. It also contains roots at which both sides vanish and the product in (9) is undefined, such as $k=\pi/(2t)$ when $a=2t$. The present stack, with $a=5t$, has no such root, and the smallest root is never of this kind.

For an odd mode, $u=\sin ky$ in the silicon and $B\sin[k(h-y)]$ in the upper oxide. The two conditions become $\sin ka=B\sin kt$ and $\varepsilon_{si}\cos ka=-\varepsilon_{ox}B\cos kt$. Eliminating $B$ gives

$$
\varepsilon_{ox}\sin ka\cos kt+\varepsilon_{si}\cos ka\sin kt=0. \tag{10}
$$

### Which root is the longest length

Consider $0<k<\pi/[2\max(a,t)]$. Both $ka$ and $kt$ then lie between 0 and $\pi/2$, where sine and cosine are positive. The left side of (10) is positive, so there is no odd mode in this interval. Both tangents in (9) increase with $k$, and their product rises from zero without limit. It crosses the positive number $\varepsilon_{ox}/\varepsilon_{si}$ once. That crossing is the smallest $k$ of all modes and gives the longest decay length $\lambda_1$.

For the given stack the target is 0.33333. The product in (9) is 0.33500 at $\lambda=4.91$ nm and 0.33276 at 4.92 nm. The root therefore lies between these lengths, and linear interpolation gives

$$
\lambda_1\simeq4.91+0.01\,
\frac{0.33500-0.33333}{0.33500-0.33276}
\simeq4.917\ \text{nm}. \tag{11}
$$

The numerical root is $k_1=0.20336$ nm$^{-1}$, or $\lambda_1=4.917$ nm $=4.917\times10^{-7}$ cm. For a device the meaningful statement is **about 4.9 nm**. The alternative scale length is $\pi\lambda_1=15.4$ nm.

The next lengths are 2.28 nm for the first odd mode and 1.42 nm for the second even mode. A direct diagonalization of (5) on a transverse grid of spacing 0.01 nm also gives 4.917 nm for the longest.

### Two limits

If the oxide had the permittivity of silicon, (9) would be $\tan(ka)\tan(kt)=1$. This is $\cos[k(a+t)]=0$, whose first root gives $\lambda=2h/\pi=3.82$ nm. The stack then acts as one uniform slab 12 nm thick. At fixed geometry, lowering $\varepsilon_{ox}$ lowers the right side of (9), hence $k_1$, and lengthens the decay. The gates are then less strongly coupled to the film.

If instead $t\to0$, then $\tan kt\to0$ and $\tan ka$ must diverge. The result is $\lambda=2a/\pi=3.18$ nm. Even perfect contact between gate and silicon leaves a finite decay length, set by the film thickness. Formula (2) misses this, since it tends to zero with $t$.

## Comparison of the estimates with the solution

For $0<z<\pi/2$ one has $\tan z>z$. At the root this gives $k_1^2at<\varepsilon_{ox}/\varepsilon_{si}$, so $\lambda_1>\lambda_0$: the flat-potential estimate is always too short in this model. Here 3.9 nm is about 21 % below 4.92 nm.

The next order shows why. With $\tan z\simeq z+z^3/3$, equation (9) becomes

$$
k^2at\left[1+\frac{k^2(a^2+t^2)}3\right]
\simeq\frac{\varepsilon_{ox}}{\varepsilon_{si}}. \tag{12}
$$

Multiply by $\varepsilon_{si}/(\varepsilon_{ox}k^2)$ and use $\lambda_0^2=\varepsilon_{si}at/\varepsilon_{ox}$. This gives $\lambda^2\simeq\lambda_0^2+\lambda_0^2k^2(a^2+t^2)/3$. In the correction $\lambda_0^2k^2$ may be replaced by one, so

$$
\lambda_1^2\simeq\frac{\varepsilon_{si}at}{\varepsilon_{ox}}
+\frac{a^2+t^2}{3}. \tag{13}
$$

The numbers are $15+26/3=23.7$ nm$^2$ and $\lambda\simeq4.87$ nm, about 1 % below the root. The expansion assumes small $ka$, whereas $k_1a=1.017$, so this closeness is a result for the present stack and not a guarantee.

Comparison of (13) with (4) also explains the fault of the parabola. Enforcing the equation at midplane gives the coefficient $1/2$ for $a^2$ where the expansion has $1/3$. The resulting length, 5.24 nm, is 6.6 % above $\lambda_1$.

The same parabola serves much better in (6). Any admissible trial function can be expanded in the modes. The quotient (6) is then an average of the $k_n^2$ with positive weights, and so is not less than $k_1^2$. The trial function therefore gives a lower bound on $\lambda_1$. From (3), $\alpha=1/55$ nm$^{-2}$, and the surface value is $s=1-\alpha a^2=0.5455$. Integrating over half the stack gives

$$
\lambda_1^2\ge
\frac{\varepsilon_{si}\left(a-\tfrac23\alpha a^3+\tfrac15\alpha^2a^5\right)+\tfrac13\varepsilon_{ox}s^2t}
{\tfrac43\varepsilon_{si}\alpha^2a^3+\varepsilon_{ox}s^2/t}. \tag{14}
$$

After division by $\varepsilon_{ox}$ the numerator is $11.074+0.099$ nm and the denominator is $0.1653+0.2975$ nm$^{-1}$. The bound is $\sqrt{24.143}\simeq4.9135$ nm, less than 0.1 % below the root. Averaging over the whole stack uses the trial shape better than enforcing the equation at one depth.

## Response halfway along the channel

A decay length does not fix an amplitude; the end faces do. Let the disturbance be zero on the source face $x=0$. On the drain face $x=L$ let it be $V$ across the silicon and fall linearly to zero across each oxide. From here on $x$ runs from source to drain. Let $f(y)$ denote the drain profile. It is even in $y$, so only the even modes enter, and $n$ now numbers these alone. Write $f=V\sum_nc_nu_n$. Orthogonality gives $c_n=\int\varepsilon fu_ndy/(VN_n)$, with $N_n=\int\varepsilon u_n^2dy$.

For the numerator, replace $\varepsilon u_n$ by $-(\varepsilon u_n')'/k_n^2$ and integrate by parts. The end terms vanish because $f(\pm h)=0$:

$$
\int\varepsilon fu_ndy=\frac1{k_n^2}\int f'\varepsilon u_n'dy. \tag{15}
$$

In the silicon $f'=0$. In the upper oxide $f'=-V/t$, and $\int_a^hu_n'dy=-u_n(a)$, so this layer contributes $\varepsilon_{ox}Vu_n(a)/t$. The lower oxide contributes the same amount. Thus the integral is $2\varepsilon_{ox}V\cos(k_na)/(k_n^2t)$.

Direct integration of the squared mode gives

$$
N_n=\varepsilon_{si}\left[a+\frac{\sin k_na\cos k_na}{k_n}\right]
+\varepsilon_{ox}B_n^2\left[t-\frac{\sin k_nt\cos k_nt}{k_n}\right].
$$

By (8), $\varepsilon_{ox}B_n^2\sin k_nt\cos k_nt=\varepsilon_{si}\sin k_na\cos k_na$. The trigonometric terms cancel, and

$$
c_n=\frac{2\varepsilon_{ox}\cos k_na}{k_n^2tN_n},
\qquad N_n=\varepsilon_{si}a+\varepsilon_{ox}B_n^2t. \tag{16}
$$

For the first mode $\cos k_1a=0.5261$ and $B_1=2.605$. Hence $N_1=58.5+26.5=85.0$ nm and

$$
c_1=\frac{2\times3.9\times0.5261}{(0.20336)^2\times1\times84.97}=1.168.
$$

An amplitude above one is no contradiction, since at midplane the second mode enters with $c_2=-0.2205$.

The function that satisfies the lateral equation, vanishes at the source and equals one at the drain is $\sinh(k_nx)/\sinh(k_nL)$. At midplane $u_n(0)=1$, so

$$
\phi(x,0)=V\sum_nc_n\frac{\sinh k_nx}{\sinh k_nL}. \tag{17}
$$

At $x=L/2$ the ratio is $1/[2\cosh(k_nL/2)]$. With $L=25$ nm, $L/\lambda_1=5.084$, and the first mode contributes

$$
\phi\simeq\frac{0.5\ \text{V}\times1.168}{2\cosh(2.542)}
\simeq45.7\ \text{mV}.
$$

A two-dimensional solution of (1) with the same end faces, on a 0.1 nm grid, gives 45.67 mV against 45.68 mV for the first mode. Its midplane values at 4, 8 and 12 nm also yield a decay length without use of (9). For a single hyperbolic sine, $[\phi(12)+\phi(4)]/[2\phi(8)]=\cosh(k\times4\text{ nm})$. The result is 4.920 nm, within 0.05 % of $\lambda_1$.

For a long channel the mid-channel response varies as $e^{-L/(2\lambda_1)}$. At fixed film and oxide thickness, reducing it tenfold requires an added length of twice the tenfold decay distance, $2\times11.3\simeq23$ nm. This is not yet a rule for the barrier height. At large drain bias the top of the barrier need not be at mid-channel.

## When electrons respond

Let the film contain a uniform, nondegenerate electron density $n$. Suppose that these electrons stay in equilibrium with the source, so that their quasi-Fermi level does not move. A small potential increase $\phi$ then multiplies the density by $e^{e\phi/k_BT}$, where the $e$ in the exponent is the elementary charge. This assumption suits the source side of a potential barrier many $k_BT$ high, well before its top. The density there varies along $x$, so a uniform $n$ is a further simplification. Without such a barrier the quasi-Fermi level can move with the drain potential even close to the source, and this form then fails. After a small drain step from zero bias, for example, diffusion can make the density at mid-channel fall even though the potential there rises. To first order the added charge density is $-e^2n\phi/(k_BT)$. Poisson's equation in the silicon becomes

$$
\nabla^2\phi=\kappa^2\phi,\qquad
\kappa^2=\frac{4\pi e^2n}{\varepsilon_{si}k_BT}. \tag{18}
$$

For $\phi=e^{-kx}\cos qy$ this requires $k^2-q^2=\kappa^2$. The oxide still has transverse wave number $k$. Repeating (8) gives

$$
\varepsilon_{si}q\tan qa=\varepsilon_{ox}k\cot kt,
\qquad q^2=k^2-\kappa^2. \tag{19}
$$

The numerator of (6) gains $\kappa^2\int_{si}\varepsilon_{si}u^2dy$. To first order the unperturbed mode may be kept, because (6) is stationary there. Hence $k^2\simeq k_1^2+w\kappa^2$, where $w=\varepsilon_{si}[a+\sin k_1a\cos k_1a/k_1]/N_1=0.9915$ is the silicon part of $\int\varepsilon u_1^2dy$ divided by the whole. The two terms of $N_1$ in (16) are not the separate layer integrals, because trigonometric terms were cancelled between the layers.

At 300 K, $k_BT=25.85$ meV and $e^2=1.440$ eV nm. For $n=10^{17}$ cm$^{-3}$, $\kappa^2=0.00598$ nm$^{-2}$. Then $k^2\simeq0.04136+0.00593=0.04729$ nm$^{-2}$, or $\lambda\simeq4.60$ nm, in agreement with the root of (19). Relative to the charge-free value, the changes found from (19) are:

| $n$ (cm$^{-3}$) | $\lambda$ (nm) | change |
|---:|---:|---:|
| $10^{16}$ | 4.88 | −0.7 % |
| $10^{17}$ | 4.60 | −6.5 % |
| $10^{18}$ | 3.15 | −36 % |

Electrons that stay in equilibrium with the source screen the disturbance and shorten its reach. For the decay length under this assumption, the neglect of mobile charge is good at the first density and fails at the last. At $10^{17}$ cm$^{-3}$ and 400 K the length is 4.67 nm, since $\kappa^2$ falls as $1/T$ at fixed $n$. The linear form requires $e|\phi|\ll k_BT$. The 45.7 mV response found above violates this. A smaller drain step would satisfy it, but (19) also needs a fixed quasi-Fermi level. It is therefore best read as an estimate of how strongly electrons held in equilibrium with the source would screen, not as a correction to the mid-channel response.

## The model beside a real device

The model has a single oxide layer on each side. A layered insulator needs its own matching, because (9) depends on physical thickness as well as on capacitance. For the single oxide treated here, an extra 0.1 nm on each side raises $\lambda_1$ to 5.07 nm, or 3 %. Together with screening at $10^{17}$ cm$^{-3}$, this makes the second digit of 4.9 nm uncertain in practice. Real junctions also lack flat end faces with the potential profile assumed here, which changes the amplitudes $c_n$. A parabolic drain profile $V(1-y^2/h^2)$, for example, gives 36 mV at the same point. For a device, the computed 45.7 mV therefore means a response of some tens of millivolts.

Other effects test the setting more than the mode. With effective masses 0.92 and 0.19 of the free-electron mass, hard-wall confinement energies are 4.1 and 19.8 meV. They redistribute electrons but do not enter (9) while those electrons are too few to respond. They do alter the screening table, because confinement moves charge towards midplane, where the mode is largest. A linear-response estimate with hard-wall subbands, two valleys having mass 0.92 normal to the film and four having 0.19, gives about 4.55 nm ($-7.4$ %) at a mean density of $10^{17}$ cm$^{-3}$ and 3.03 nm ($-38$ %) at $10^{18}$ cm$^{-3}$. Degeneracy is weak, since $10^{17}$ cm$^{-3}$ is 0.4 % of the bulk effective density of states and about 0.6 % of the reduced value in the confined film.

The field in the insulator also matters. The drain step alone puts 5 MV/cm across the oxide at the drain face, and an assumed further offset of 0.4 V between drain and gate raises this to 9 MV/cm. Good oxide much thicker than this breaks down at roughly 10 MV/cm. A 1 nm film need not share that value, but the comparison shows that the field here is high. A rectangular barrier of 3.1 eV with oxide mass 0.4 gives a tunnelling probability near $10^{-5}$. The one-way thermal flux is $n\bar v/4$, with mean speed $\bar v\approx1.1\times10^7$ cm/s for mass 0.92. At $n=10^{17}$ cm$^{-3}$ the product of charge, flux and probability is a leakage of order 0.5 A/cm$^2$. This estimate omits the barrier's tilt, the transmission prefactor and the lighter valleys, so it indicates size only. It counts only dilute film electrons crossing to the gate. At the drain face the field drives electrons the other way, from the Fermi sea of the gate into the drain, and the current density there can be larger by several orders of magnitude.

## Computed results

```
silicon thickness = 10.0 nm; each oxide = 1.0 nm
eps_si = 11.7; eps_ox = 3.9; ratio ox/si = 0.33333
tan*tan at lambda 4.91 nm = 0.33500
tan*tan at lambda 4.92 nm = 0.33276
k1 = 0.20336 1/nm; k1*a = 1.0168 rad; k1*t = 0.2034 rad
LONGEST DECAY LENGTH lambda1 = 4.9174 nm = 4.9174e-07 cm
pi*lambda1 = 15.449 nm
tenfold decay distance = 11.32 nm
longest odd-mode length = 2.2836 nm
second even-mode length = 1.4220 nm
lambda1 from transverse grid = 4.9174 nm
lambda1 from 2D Laplace solution = 4.9195 nm
equal-permittivity length = 3.8197 nm
vanishing-oxide length = 3.1831 nm
trial alpha = 0.018182 1/nm^2; surface value = 0.54545
trial-function lower bound = 4.9135 nm
midplane parabolic estimate = 5.2440 nm
parabolic excess = 6.64 %
mode 1 surface/midplane ratio = 0.5261
mode 1 oxide coefficient B = 2.6050
mode 1 norm N = 84.965 nm
amplitudes c1 = 1.1679; c2 = -0.2205
channel length = 25.0 nm; L/lambda1 = 5.084
drain step = 0.50 V
mid-channel response, mode 1 = 45.68 mV
mid-channel response, 2D = 45.67 mV
temperature = 300 K; kT = 25.85 meV
e^2 (Gaussian) = 1.43996 eV nm
silicon share w of mode 1 norm = 0.9915
n = 1e+16 cm^-3: kappa^2 = 5.982e-04 nm^-2, lambda = 4.8825 nm, change = -0.71 %
n = 1e+17 cm^-3: kappa^2 = 5.982e-03 nm^-2, lambda = 4.5987 nm, change = -6.48 %
n = 1e+18 cm^-3: kappa^2 = 5.982e-02 nm^-2, lambda = 3.1518 nm, change = -35.90 %
n = 1e17 cm^-3 at 400 K: lambda = 4.6725 nm
oxide 0.1 nm thicker: lambda = 5.0689 nm
masses: ml = 0.92, mt = 0.19, oxide = 0.4 m_e
conduction-band Nc = 2.744e+19 cm^-3
1e17 cm^-3 divided by Nc = 3.64e-03
confinement, ml = 4.09 meV
confinement, mt = 19.79 meV
drain-end oxide field, step only = 5.0 MV/cm
assumed extra drain-gate offset = 0.40 V
drain-end oxide field, total = 9.0 MV/cm
oxide barrier = 3.1 eV; decay = 5.705 1/nm
rough gate transmission = 1.1e-05
rough leakage at n = 1e17 cm^-3 = 5.0e-01 A/cm^2
```
